# Modal Absorption and Why a Waveguide Confinement Factor Can Exceed One: test program

```python
"""Modal absorption of a dielectric waveguide by first-order perturbation.
Result under test: alpha_mode = Gamma * alpha_bulk, with
    Gamma = (n_g / N_A) * f_W,
    f_W = int_A n N |E|^2 / int n N |E|^2.
n: index, N = n + omega dn/domega: material group index, n_g: modal group
index, A: absorbing region, kappa: imaginary index, alpha_bulk = 2 k0 kappa.
The form (n_g/n_A) * int_A n^2|E|^2 / int n^2|E|^2 needs zero dispersion.
Direct side: eigenvalues of the guide with complex index. Lengths in um.
Magnetic fields are scaled by the vacuum impedance.
"""
import numpy as np
import mpmath as mp
import scipy.sparse as sp
from scipy.sparse.linalg import eigs
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import e as q_e, epsilon_0

mp.mp.dps = 30
WAVELENGTH = 1.55
K0 = 2 * np.pi / WAVELENGTH
N_SI, NG_SI = 3.48, 3.60        # rough typical silicon values
N_OX, NG_OX = 1.444, 1.46       # rough typical silica values
WIDTH, HEIGHT = 0.45, 0.22
ALPHA_CM = 2.0                 # rough, p-doped silicon
KAPPA = ALPHA_CM * 1e-4 / (2 * K0)


def indices(k0, dispersive=True):
    """Indices linear in frequency around the working point."""
    s = (k0 / K0 - 1) if dispersive else 0.0
    return N_SI + (NG_SI - N_SI) * s, N_OX + (NG_OX - N_OX) * s


# ---------- symmetric slab: exact complex dispersion equation ----------
def slab_equation(ne, k0, n1, n2, d, pol):
    kx = k0 * mp.sqrt(n1**2 - ne**2)
    g = k0 * mp.sqrt(ne**2 - n2**2)
    s = 1 if pol == "TE" else (n1 / n2)**2
    return (kx * mp.tan(kx * d / 2) - s * g) / k0


def slab_index(k0, d, pol, kappa=0.0, dispersive=True, dn=0.0):
    n1, n2 = indices(k0, dispersive)
    n1 = n1 + dn
    start = brentq(lambda x: float(mp.re(
        slab_equation(mp.mpf(x), k0, n1, n2, d, pol))),
        n2 + 1e-9, n1 - 1e-9, xtol=1e-13)
    nc = mp.mpc(n1, kappa)
    root = mp.findroot(lambda x: slab_equation(x, k0, nc, n2, d, pol),
                       (mp.mpc(start), mp.mpc(start + 1e-6)))
    return complex(root)


def slab_result(d, pol, dispersive=True):
    ne = slab_index(K0, d, pol, 0.0, dispersive).real
    h = 1e-4
    up = slab_index(K0 * (1 + h), d, pol, 0.0, dispersive).real
    dn = slab_index(K0 * (1 - h), d, pol, 0.0, dispersive).real
    ng = ((1 + h) * up - (1 - h) * dn) / (2 * h)
    kx = K0 * np.sqrt(N_SI**2 - ne**2)
    g = K0 * np.sqrt(ne**2 - N_OX**2)
    edge = np.cos(kx * d / 2)
    if pol == "TE":
        def core(x):
            return np.cos(kx * x)**2

        def clad(x):
            return edge**2 * np.exp(-2 * g * x)
    else:
        b = K0 * ne

        def core(x):
            return ((b * np.cos(kx * x))**2
                    + (kx * np.sin(kx * x))**2) / N_SI**4

        def clad(x):
            return (b**2 + g**2) * edge**2 * np.exp(-2 * g * x) / N_OX**4
    i_core = quad(core, 0, d / 2)[0]
    i_clad = quad(clad, 0, np.inf)[0]
    big1, big2 = (NG_SI, NG_OX) if dispersive else (N_SI, N_OX)
    w1, w2 = N_SI * big1 * i_core, N_OX * big2 * i_clad
    f_w = w1 / (w1 + w2)
    f_e = N_SI**2 * i_core / (N_SI**2 * i_core + N_OX**2 * i_clad)
    direct = slab_index(K0, d, pol, KAPPA, dispersive).imag / KAPPA
    return dict(ne=ne, ng=ng, f=f_w, gamma=ng / big1 * f_w,
                posed=ng / N_SI * f_e, direct=direct)


# ---------- rectangular strip: full-vector staggered-grid solver ----------
def component_weights(cell):
    """Share of a region at the grid places of Ex, Ey and Ez."""
    wx = (cell + np.roll(cell, 1, axis=1)) / 2
    wy = (cell + np.roll(cell, 1, axis=0)) / 2
    wz = (wx + np.roll(wx, 1, axis=0)) / 2
    return [w.ravel() for w in (wx, wy, wz)]


def strip_mode(k0=K0, kappa_core=0.0, kappa_clad=0.0, skin=0, dn=0.0,
               width=WIDTH, cells=(20, 12)):
    """Fundamental mode; skin = number of absorption-free core edge cells."""
    cx, cy = cells
    dx, dy = width / cx, HEIGHT / cy
    mx, my = round(0.6 / dx), round(0.6 / dy)
    nx, ny = cx + 2 * mx, cy + 2 * my
    core = np.zeros((nx, ny))
    core[mx:mx + cx, my:my + cy] = 1
    inner = np.zeros((nx, ny))
    inner[mx + skin:mx + cx - skin, my + skin:my + cy - skin] = 1
    rho, absorber = component_weights(core), component_weights(inner)
    n1, n2 = indices(k0)
    n1 = n1 + dn
    eps = [r * n1**2 + (1 - r) * n2**2 for r in rho]
    if kappa_core or kappa_clad:
        add1 = (n1 + 1j * kappa_core)**2 - n1**2
        add2 = (n2 + 1j * kappa_clad)**2 - n2**2
        eps = [v + a * add1 + (1 - r) * add2
               for v, a, r in zip(eps, absorber, rho)]
    d_x = sp.diags([-1.0, 1.0], [0, 1], shape=(nx, nx)) / dx
    d_y = sp.diags([-1.0, 1.0], [0, 1], shape=(ny, ny)) / dy
    ux = sp.kron(d_x, sp.identity(ny)).tocsr()
    uy = sp.kron(sp.identity(nx), d_y).tocsr()
    vx, vy = (-ux.T).tocsr(), (-uy.T).tocsr()
    ex, ey, iz = sp.diags(eps[0]), sp.diags(eps[1]), sp.diags(1 / eps[2])
    a11 = ux @ iz @ vx @ ex + vy @ uy + k0**2 * ex
    a12 = ux @ iz @ vy @ ey - vy @ ux
    a21 = uy @ iz @ vx @ ex - vx @ uy
    a22 = uy @ iz @ vy @ ey + vx @ ux + k0**2 * ey
    matrix = sp.bmat([[a11, a12], [a21, a22]]).tocsc()
    val, vec = eigs(matrix, k=1, sigma=(2.6 * k0)**2,
                    v0=np.ones(2 * nx * ny, dtype=matrix.dtype))
    beta = np.sqrt(complex(val[0]))
    e_x, e_y = vec[:nx * ny, 0], vec[nx * ny:, 0]
    e_z = 1j * (vx @ (eps[0] * e_x) + vy @ (eps[1] * e_y)) / (beta * eps[2])
    curl = ux @ e_y - uy @ e_x
    h_z = curl / (1j * k0)
    h_x = (-(vx @ curl) / k0 - k0 * eps[1] * e_y) / beta
    h_y = (-(vy @ curl) / k0 + k0 * eps[0] * e_x) / beta
    flux = np.sum(e_x * h_y.conj() - e_y * h_x.conj()).real
    e2 = [abs(v)**2 for v in (e_x, e_y, e_z)]
    i_core = sum(np.sum(r * v) for r, v in zip(rho, e2))
    i_clad = sum(np.sum((1 - r) * v) for r, v in zip(rho, e2))
    i_abs = sum(np.sum(a * v) for a, v in zip(absorber, e2))
    magnetic = sum(np.sum(abs(v)**2) for v in (h_x, h_y, h_z))
    return dict(ne=beta / k0, flux=flux, core=i_core, clad=i_clad,
                absorber=i_abs, magnetic=magnetic, n1=n1, n2=n2,
                x_share=np.sum(e2[0]) / (i_core + i_clad), dx=dx, dy=dy)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- slab tests ----------
slabs = {p: slab_result(HEIGHT, p) for p in ("TE", "TM")}
for pol, s in slabs.items():
    assert close(s["gamma"], s["direct"], 1e-6)
    assert s["posed"] > 1.01 * s["direct"]
    flat = slab_result(HEIGHT, pol, dispersive=False)
    assert close(flat["posed"], flat["direct"], 1e-6)
    step = 1e-3
    slope = (slab_index(K0, HEIGHT, pol, dn=step).real
             - slab_index(K0, HEIGHT, pol, dn=-step).real) / (2 * step)
    assert close(slope, s["direct"], 1e-5)
strong = 0.04
dev = [slab_index(K0, HEIGHT, "TE", k).imag / k - slabs["TE"]["direct"]
       for k in (strong / 2, strong)]
assert 3.8 < dev[1] / dev[0] < 4.2
scan = {d: slab_result(d / 1000, "TE") for d in (50, 100, 150, 220)}
for s in scan.values():
    assert close(s["gamma"], s["direct"], 1e-6)

# ---------- strip tests ----------
m = strip_mode()
ne = m["ne"].real
h = 1e-3
ng = ((1 + h) * strip_mode(K0 * (1 + h))["ne"].real
      - (1 - h) * strip_mode(K0 * (1 - h))["ne"].real) / (2 * h)
energy = N_SI * NG_SI * m["core"] + N_OX * NG_OX * m["clad"]
electric = N_SI**2 * m["core"] + N_OX**2 * m["clad"]
f_w = N_SI * NG_SI * m["core"] / energy
f_e = N_SI**2 * m["core"] / electric
gamma = ng / NG_SI * f_w
gamma_clad = ng / NG_OX * (1 - f_w)
posed = ng / N_SI * f_e
direct = strip_mode(kappa_core=KAPPA)["ne"].imag / KAPPA
direct_clad = strip_mode(kappa_clad=KAPPA)["ne"].imag / KAPPA
SKIN = 2
part = strip_mode(skin=SKIN)
f_inner = N_SI * NG_SI * part["absorber"] / energy * m["flux"] / part["flux"]
gamma_inner = ng / NG_SI * f_inner
direct_inner = strip_mode(kappa_core=KAPPA, skin=SKIN)["ne"].imag / KAPPA
assert m["x_share"] > 0.5
assert close(electric, m["magnetic"], 1e-6)
assert close(energy / m["flux"], ng, 1e-4)
assert close(gamma, direct, 1e-4)
assert close(gamma_clad, direct_clad, 1e-4)
assert close(gamma_inner, direct_inner, 1e-4)
assert close(NG_SI * direct + NG_OX * direct_clad, ng, 1e-4)
assert direct > 1 and f_w < 1 and f_w > NG_SI / ng
assert posed > 1.01 * direct


# ---------- neglected effects for the same strip ----------
def gamma_from_flux(mode):
    return mode["n1"] * mode["core"] / mode["flux"]


heat_dn, carrier_dn = 1.8e-4 * 60, -1e-3     # rough typical values
g_heat = gamma_from_flux(strip_mode(dn=heat_dn))
g_carrier = gamma_from_flux(strip_mode(dn=carrier_dn))
g_wide = gamma_from_flux(strip_mode(width=WIDTH + 0.01))
fine = strip_mode(cells=(28, 16))
g_fine = gamma_from_flux(fine)
ng_fine = (N_SI * NG_SI * fine["core"]
           + N_OX * NG_OX * fine["clad"]) / fine["flux"]
doping_cm3, surface_volt = 3e17, 0.3          # rough typical values
depletion_nm = 1e9 * np.sqrt(2 * 11.7 * epsilon_0 * surface_volt
                             / (q_e * doping_cm3 * 1e6))
scatter_db = 2.0                              # rough typical value
tpa_cm_per_w, power_w = 0.5e-9, 1e-3          # rough typical values
tpa_cm = tpa_cm_per_w * power_w / (WIDTH * HEIGHT * 1e-8)
db = 10 / np.log(10)
alpha_mode = gamma * ALPHA_CM
second = dev[1] / slabs["TE"]["direct"] * (KAPPA / strong)**2

print(f"wavelength {WAVELENGTH*1000:.0f} nm; strip {WIDTH*1000:.0f} x "
      f"{HEIGHT*1000:.0f} nm")
print(f"silicon n, N: {N_SI:.3f}, {NG_SI:.3f}")
print(f"silica n, N: {N_OX:.3f}, {NG_OX:.3f}")
print(f"bulk absorption {ALPHA_CM:.2f} cm^-1; kappa {KAPPA:.3e}")
print("SLAB 220 nm: n_eff, n_g, f_W, Gamma formula, direct, posed form")
for pol, s in slabs.items():
    print(f" {pol}: {s['ne']:.4f} {s['ng']:.4f} {s['f']:.4f} "
          f"{s['gamma']:.5f} {s['direct']:.5f} {s['posed']:.5f}")
print("SLAB TE scan: thickness nm, n_g, f_W, Gamma")
for d, s in scan.items():
    print(f" {d}: {s['ng']:.4f} {s['f']:.4f} {s['gamma']:.4f}")
print(f"slab TE, kappa {strong}: bulk absorption "
      f"{2*K0*strong*1e4:.0f} cm^-1")
print(f" relative change of Gamma {dev[1]/slabs['TE']['direct']:.3e}")
print(f" deviation ratio on doubling kappa {dev[1]/dev[0]:.3f}")
print(f"STRIP grid step {m['dx']*1000:.2f} x {m['dy']*1000:.2f} nm")
print(f"n_eff {ne:.4f}; n_g {ng:.4f}")
print(f"n_g from energy over power flow {energy/m['flux']:.4f}")
print(f"energy fraction f_W in core {f_w:.4f}")
print(f"threshold N_A/n_g for Gamma > 1: {NG_SI/ng:.4f}")
print(f"Gamma core: formula {gamma:.5f}, direct {direct:.5f}")
print(f"Gamma clad: formula {gamma_clad:.5f}, direct {direct_clad:.5f}")
print(f"sum N*Gamma (direct) {NG_SI*direct+NG_OX*direct_clad:.4f}")
print(f"posed form: f_E {f_e:.4f}, Gamma {posed:.5f}, "
      f"excess {100*(posed/direct-1):.2f} %")
print(f"modal absorption {alpha_mode:.3f} cm^-1 = "
      f"{db*alpha_mode:.2f} dB/cm")
print(f"bulk absorption {db*ALPHA_CM:.2f} dB/cm")
print("NEGLECTED EFFECTS")
print(f"doping {doping_cm3:.0e} cm^-3, surface potential "
      f"{surface_volt:.1f} V: depletion {depletion_nm:.0f} nm")
print(f"carrier-free skin {SKIN*m['dx']*1000:.1f} nm (sides), "
      f"{SKIN*m['dy']*1000:.1f} nm (top, bottom)")
print(f" Gamma inner: formula {gamma_inner:.5f}, direct {direct_inner:.5f}")
print(f" loss with skin {db*gamma_inner*ALPHA_CM:.2f} dB/cm")
print(f"sidewall scattering (rough input) {scatter_db:.1f} dB/cm = "
      f"{100*scatter_db/(db*alpha_mode):.0f} % of modal absorption")
print(f"heating 60 K, dn {heat_dn:.4f}: Gamma change "
      f"{100*(g_heat/gamma-1):.3f} %")
print(f"carrier index change {carrier_dn:.4f}: Gamma change "
      f"{100*(g_carrier/gamma-1):.3f} %")
print(f"width +10 nm: Gamma change {100*(g_wide/gamma-1):.2f} %")
print(f"two-photon input {tpa_cm_per_w*1e9:.1f} cm/GW at "
      f"{power_w*1000:.0f} mW: {tpa_cm:.1e} cm^-1")
print(f"second-order loss, relative (slab estimate) {second:.1e}")
print(f"finer grid {fine['dx']*1000:.2f} x {fine['dy']*1000:.2f} nm: "
      f"n_eff {fine['ne'].real:.4f}")
print(f" finer grid n_g {ng_fine:.4f}, Gamma {g_fine:.4f}")
print("OK")
```

Output:

```
wavelength 1550 nm; strip 450 x 220 nm
silicon n, N: 3.480, 3.600
silica n, N: 1.444, 1.460
bulk absorption 2.00 cm^-1; kappa 2.467e-05
SLAB 220 nm: n_eff, n_g, f_W, Gamma formula, direct, posed form
 TE: 2.8517 3.7016 0.9622 0.98935 0.98935 1.02257
 TM: 2.0563 3.9743 0.6736 0.74364 0.74364 0.76351
SLAB TE scan: thickness nm, n_g, f_W, Gamma
 50: 2.2471 0.5505 0.3436
 100: 3.1191 0.8316 0.7205
 150: 3.5169 0.9189 0.8977
 220: 3.7016 0.9622 0.9893
slab TE, kappa 0.04: bulk absorption 3243 cm^-1
 relative change of Gamma 3.246e-05
 deviation ratio on doubling kappa 3.999
STRIP grid step 22.50 x 18.33 nm
n_eff 2.3570; n_g 4.2788
n_g from energy over power flow 4.2788
energy fraction f_W in core 0.8975
threshold N_A/n_g for Gamma > 1: 0.8414
Gamma core: formula 1.06675, direct 1.06675
Gamma clad: formula 0.30033, direct 0.30033
sum N*Gamma (direct) 4.2788
posed form: f_E 0.8954, Gamma 1.10092, excess 3.20 %
modal absorption 2.134 cm^-1 = 9.27 dB/cm
bulk absorption 8.69 dB/cm
NEGLECTED EFFECTS
doping 3e+17 cm^-3, surface potential 0.3 V: depletion 36 nm
carrier-free skin 45.0 nm (sides), 36.7 nm (top, bottom)
 Gamma inner: formula 0.72078, direct 0.72078
 loss with skin 6.26 dB/cm
sidewall scattering (rough input) 2.0 dB/cm = 22 % of modal absorption
heating 60 K, dn 0.0108: Gamma change 0.235 %
carrier index change -0.0010: Gamma change -0.022 %
width +10 nm: Gamma change 0.03 %
two-photon input 0.5 cm/GW at 1 mW: 5.1e-04 cm^-1
second-order loss, relative (slab estimate) 1.2e-11
finer grid 16.07 x 13.75 nm: n_eff 2.3572
 finer grid n_g 4.2816, Gamma 1.0678
OK
```
